\section*{Where lattice and impurity scattering give the highest mobility}

\section*{Problem}

The mobility $\mu$ of a carrier is its drift speed divided by the electric field that causes the drift. In a doped semiconductor, lattice vibrations and ionized dopants both limit it. Suppose that each mechanism, acting alone, would give
\begin{equation}
\mu_L=A\,T^{-3/2},\qquad \mu_I=B\,T^{3/2},
\label{eq:laws}
\end{equation}
where $A$ and $B$ are positive and independent of the temperature $T$. Combine them by Matthiessen's rule,
\begin{equation}
\frac1\mu=\frac1{\mu_L}+\frac1{\mu_I}.
\label{eq:matt}
\end{equation}

\begin{enumerate}
\item[(a)] Explain the two powers of $T$ by simple scattering arguments.
\item[(b)] Find the temperature $T_0$ at which $\mu$ is largest, show that there is no other maximum, and find the height $\mu_{\max}$.
\item[(c)] At which temperatures has $\mu$ fallen to half its maximum?
\item[(d)] Evaluate the results for a model material with $\mu_L=1000$ and $\mu_I=8000~\mathrm{cm^2/(V\,s)}$ at 300~K.
\item[(e)] Scattering rates add for a carrier of given energy. Equation (\ref{eq:matt}) adds them after averaging over energy. How much does this change the maximum?
\end{enumerate}

Temperatures are in kelvin and mobilities in $\mathrm{cm^2/(V\,s)}$. The carriers are non-degenerate and occupy one parabolic, isotropic band with effective mass $m$. The density $N$ of ionized impurities does not change with temperature.

\section*{Hints}

\begin{enumerate}
\item[(a)] A typical carrier energy is $kT$. How does the number of thermal phonons grow with $T$? How close must a carrier of energy $E$ come to a charged centre to be strongly deflected?
\item[(b)] It is easier to minimize $1/\mu$ than to maximize $\mu$. Look at the sign of the derivative on both sides of its zero.
\item[(c)] Measure temperature in units of $T_0$. The condition becomes a quadratic equation.
\item[(d)] The ratio $\mu_L/\mu_I$ at one temperature is enough to find $T_0$.
\item[(e)] Solve the Boltzmann equation to first order in the field with an energy-dependent relaxation time $\tau$, then insert the sum of the two rates.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The two powers}

For a single relaxation time, the mobility is $e\tau/m$. We therefore need $\tau$ as a function of energy and temperature.

Acoustic phonons scatter a carrier through the strain they produce. When their energies are small compared with $kT$, each mode has a mean energy $kT$, so the mean square strain is proportional to $T$. The rate is also proportional to the density of final states, which goes as $E^{1/2}$ in a parabolic band:
\begin{equation}
\frac1{\tau_L}\propto T\,E^{1/2}.
\label{eq:rateL}
\end{equation}
With $E\sim kT$ the rate grows as $T^{3/2}$, and the mobility falls as $T^{-3/2}$.

An ionized impurity deflects a carrier strongly if the Coulomb energy at the distance of approach $d$ is comparable with $E$. Since the Coulomb energy goes as $1/d$, this gives $d\propto 1/E$ and a cross-section $\sigma\propto d^2\propto E^{-2}$. The rate is density times speed times cross-section:
\begin{equation}
\frac1{\tau_I}\propto N\,E^{1/2}\,E^{-2}=N\,E^{-3/2}.
\label{eq:rateI}
\end{equation}
With $E\sim kT$ the mobility grows as $T^{3/2}$: a faster carrier is deflected less. The estimate also shows that $B\propto1/N$. The many weak deflections add a logarithmic factor that depends on screening. It is held constant here, which is a simplification: when the carriers themselves screen the impurities, this factor grows with $T$ and can bring the power of $T$ in $\mu_I$ noticeably below $3/2$.

\subsection*{(b) The maximum}

Inserting (\ref{eq:laws}) into (\ref{eq:matt}) gives
\begin{equation}
\frac1\mu=\frac{T^{3/2}}A+\frac{T^{-3/2}}B .
\label{eq:inverse}
\end{equation}
Since $\mu$ is positive, it is largest where $1/\mu$ is smallest. The derivative is
\begin{align}
\frac{d}{dT}\frac1\mu
&=\frac32\,\frac{T^{1/2}}A-\frac32\,\frac{T^{-5/2}}B\notag\\
&=\frac32\,\frac{T^{-5/2}}{A}\left(T^3-\frac AB\right).
\label{eq:derivative}
\end{align}
The factor before the bracket is positive. The bracket is negative for $T^3<A/B$ and positive for $T^3>A/B$. Thus $1/\mu$ first falls and then rises, and $\mu$ has one maximum, at
\begin{equation}
T_0=\left(\frac AB\right)^{1/3}.
\label{eq:T0}
\end{equation}

For the height, use $T_0^{3/2}=\sqrt{A/B}$. The two terms of (\ref{eq:inverse}) become
\begin{equation}
\frac{T_0^{3/2}}A=\frac1{\sqrt{AB}},\qquad
\frac{T_0^{-3/2}}B=\frac1B\sqrt{\frac BA}=\frac1{\sqrt{AB}} .
\end{equation}
They are equal, so the maximum lies where the curves $\mu_L(T)$ and $\mu_I(T)$ cross. Their sum is $2/\sqrt{AB}$, and hence
\begin{equation}
\mu_{\max}=\frac{\sqrt{AB}}2 .
\label{eq:height}
\end{equation}
This is half of what either mechanism alone would allow at $T_0$.

The ratio of the separate mobilities is
\begin{equation}
r\equiv\frac{\mu_L}{\mu_I}=\frac AB\,T^{-3}=\left(\frac{T_0}T\right)^3 .
\label{eq:ratio}
\end{equation}
Equation (\ref{eq:matt}) can then be written as $\mu=\mu_L/(1+r)$. Far above $T_0$, $r$ is small and $\mu$ approaches $\mu_L$. Far below $T_0$, $r$ is large and $\mu$ approaches $\mu_L/r=\mu_I$. The third power makes $r$ change quickly: at $T=2T_0$ it is already $1/8$. Part (e) shows that the mobility itself approaches $\mu_L$ more slowly than Matthiessen's rule suggests.

\subsection*{(c) The width of the maximum}

Let $t=T/T_0$. Then $T^{3/2}=t^{3/2}\sqrt{A/B}$, and (\ref{eq:inverse}) becomes
\begin{equation}
\frac1\mu=\frac{t^{3/2}+t^{-3/2}}{\sqrt{AB}},\qquad
\frac{\mu}{\mu_{\max}}=\frac2{t^{3/2}+t^{-3/2}} .
\label{eq:shape}
\end{equation}
Replacing $t$ by $1/t$ changes nothing, so the curve is symmetric on a logarithmic temperature scale. With $s=t^{3/2}$, half the maximum requires
\begin{equation}
s+\frac1s=4,\qquad s^2-4s+1=0,\qquad s=2\pm\sqrt3 .
\end{equation}
The product of the two roots is 1, so they are reciprocal, as the symmetry demands. Therefore
\begin{equation}
\frac T{T_0}=(2+\sqrt3)^{\pm2/3}=2.406^{\pm1}.
\label{eq:half}
\end{equation}

The top is flat. Setting $t=e^u$ turns (\ref{eq:shape}) into $1/\cosh(3u/2)$, which is $1-9u^2/8$ to second order in $u$. For $u=0.1$, a shift of about ten per cent in temperature, the mobility changes by about one per cent. In a measured curve the height is therefore easier to read off than the position.

\subsection*{(d) Numbers}

From the values at 300~K, where $T^{3/2}=5196~\mathrm{K^{3/2}}$,
\begin{align}
A&=1000\times5196=5.196\times10^6~\mathrm{cm^2\,K^{3/2}/(V\,s)},\notag\\
B&=8000/5196=1.540~\mathrm{cm^2\,K^{-3/2}/(V\,s)} .
\end{align}
Thus $A/B=3.375\times10^6~\mathrm{K^3}$, and its cube root is
\begin{equation}
T_0=150~\mathrm K .
\end{equation}
Equation (\ref{eq:ratio}) gives the same result faster: $r=1/8$ at 300~K means $T_0/300~\mathrm K=1/2$.

In the product $AB=\mu_L\mu_I$ the temperature cancels, so the values at 300~K may be used directly:
\begin{equation}
\mu_{\max}=\tfrac12\sqrt{1000\times8000}
=1414~\mathrm{cm^2/(V\,s)}=0.1414~\mathrm{m^2/(V\,s)} .
\end{equation}
At 150~K each separate mobility is 2828, twice this value. The half-maximum temperatures are $150/2.406=62.3$~K and $150\times2.406=360.9$~K. A direct numerical search for the maximum of (\ref{eq:matt}) confirms both its position and its height.

At 300~K, $\mu=1000/(1+1/8)=889$. At 75~K the two separate mobilities have exchanged roles with those at 300~K in the sense of (\ref{eq:shape}), and $\mu$ is again 889, although now $\mu_L=8000$ and $\mu_I=1000$.

\subsection*{(e) Adding the rates before averaging}

Take a carrier of charge $e>0$ in a field $F$ along $x$. For a negative carrier both the force and the drift change sign, and the mobility is the same. In the steady state, to first order in $F$, the change $\delta f$ of the Maxwell distribution $f_0\propto e^{-mv^2/2kT}$ obeys
\begin{equation}
\frac{eF}m\,\frac{\partial f_0}{\partial v_x}=-\frac{\delta f}\tau .
\end{equation}
Since $\partial f_0/\partial v_x=-(mv_x/kT)f_0$,
\begin{equation}
\delta f=\frac{eF\tau v_x}{kT}\,f_0 .
\end{equation}
The drift velocity is the average of $v_x$ over $\delta f$. Dividing it by $F$ gives
\begin{equation}
\mu=\frac e{kT}\,\frac{\int\tau\,v_x^2f_0\,d^3v}{\int f_0\,d^3v} .
\end{equation}
Because $\tau$ depends on energy alone, $v_x^2$ may be replaced by $v^2/3=2E/3m$. Now put $x=E/kT$ (from here on $x$ is this energy, not the direction). The volume element $d^3v$ is proportional to $x^{1/2}dx$, and $\int_0^\infty x^{1/2}e^{-x}dx=\sqrt\pi/2$. Hence
\begin{equation}
\mu=\frac em\langle\tau\rangle,\qquad
\langle\tau\rangle=\frac4{3\sqrt\pi}\int_0^\infty\tau\,x^{3/2}e^{-x}\,dx .
\label{eq:average}
\end{equation}

With $E=xkT$, the rates (\ref{eq:rateL}) and (\ref{eq:rateI}) correspond to
\begin{equation}
\tau_L=a\,x^{-1/2},\quad a\propto T^{-3/2};\qquad
\tau_I=b\,x^{3/2},\quad b\propto T^{3/2} .
\end{equation}
The weight in (\ref{eq:average}) contains no temperature apart from $x$, so the powers in (\ref{eq:laws}) survive the averaging. The integrals needed are $\int_0^\infty xe^{-x}dx=1$ for the lattice and $\int_0^\infty x^3e^{-x}dx=6$ for the impurities. Therefore $r=\mu_L/\mu_I=a/(6b)$.

When both mechanisms act, the rates add at each energy:
\begin{equation}
\frac1\tau=\frac{x^{1/2}}a+\frac{x^{-3/2}}b
=\frac{x^{-3/2}}a\left(x^2+\frac ab\right),\qquad
\tau=\frac{a\,x^{3/2}}{x^2+6r} .
\end{equation}
Inserting this into (\ref{eq:average}) and dividing by the result for the lattice alone gives
\begin{equation}
\mu_{\mathrm{avg}}=\mu_L\,F(r),\qquad
F(r)=\int_0^\infty\frac{x^3e^{-x}}{x^2+6r}\,dx .
\label{eq:F}
\end{equation}
Here $F(r)$ is a pure number, not the field. For $r\to0$, $F\to1$ and $\mu_{\mathrm{avg}}\to\mu_L$. For $r\to\infty$, $F\to6/(6r)=1/r$ and $\mu_{\mathrm{avg}}\to\mu_I$. Both limits agree with Matthiessen's rule. A direct sum over three-dimensional velocity space confirms (\ref{eq:F}) at three values of $r$.

Between the limits the rule gives too large a mobility. To see this, take any number $\theta$ between 0 and 1. Multiplying out shows that
\begin{equation}
\theta^2\tau_L+(1-\theta)^2\tau_I-\frac{\tau_L\tau_I}{\tau_L+\tau_I}
=\frac{[\theta\tau_L-(1-\theta)\tau_I]^2}{\tau_L+\tau_I}\ge0 .
\end{equation}
The last term on the left is the combined time $\tau$. Averaging with a fixed $\theta$ gives $\langle\tau\rangle\le\theta^2\langle\tau_L\rangle+(1-\theta)^2\langle\tau_I\rangle$. The choice $\theta=\langle\tau_I\rangle/(\langle\tau_L\rangle+\langle\tau_I\rangle)$ turns the right side into Matthiessen's value:
\begin{equation}
\langle\tau\rangle\le
\frac{\langle\tau_L\rangle\langle\tau_I\rangle}{\langle\tau_L\rangle+\langle\tau_I\rangle} .
\end{equation}
Equality would need $\tau_L/\tau_I$ to be the same at all energies. Here it is $6r/x^2$, so the inequality is strict. Physically, the two rates are equal at $x=\sqrt{6r}$, which is 2.4 at $T_0$. Slower carriers are stopped mainly by impurities and faster ones mainly by phonons. Each separate mobility benefits from carriers that the other mechanism scatters strongly.

To find the new maximum, note that $\mu_L\mu_I=AB$ and $\mu_L/\mu_I=r$ give $\mu_L=\sqrt{AB\,r}$. Thus $\mu_{\mathrm{avg}}=\sqrt{AB}\,\sqrt r\,F(r)$. Differentiating under the integral,
\begin{equation}
\frac{d}{dr}\,\frac{\sqrt r}{x^2+6r}
=\frac{x^2-6r}{2\sqrt r\,(x^2+6r)^2},
\end{equation}
so the maximum requires
\begin{equation}
\int_0^\infty x^3e^{-x}\,\frac{x^2-6r}{(x^2+6r)^2}\,dx=0 .
\label{eq:condition}
\end{equation}
No material parameter appears. The numerical root is $r=1.178$, and by (\ref{eq:ratio}) the maximum lies at $T=r^{-1/3}T_0=0.947\,T_0$. In the example,
\begin{equation}
T=142~\mathrm K,\qquad \mu_{\mathrm{avg}}=999~\mathrm{cm^2/(V\,s)} .
\end{equation}
A scan from 20 to 2000~K shows no second maximum.

Matthiessen's rule thus places the maximum well, about 6\% too high in temperature relative to the averaged result. Its height of 1414 is about 42\% too large relative to 999. Within this model the rule is a fair guide to where the maximum is and a poor one to how high it is. Both percentages rest on holding the logarithmic factor of part (a) constant. If it varies with energy and temperature, as when the carriers screen the impurities, the balance shifts: for $m=0.5\,m_e$, a dielectric constant of 11.7 and the same values at 300~K, the error is about 20\% in position and about 30\% in height.

The error fades slowly on the warm side. At 600~K, $\mu_I$ is 64 times $\mu_L$, and the rule gives 348, close to $\mu_L=354$. The averaged value is 321. The integrand of (\ref{eq:F}) shows why: impurities multiply the lattice contribution $xe^{-x}$ of carriers with energy $xkT$ by $x^2/(x^2+6r)$, with $6r=6/64$. This factor is one half at $x\approx0.3$ and still only 0.91 at $x=1$, so the loss is not confined to the slowest carriers.

The averaged result is itself a model. If carriers freeze out onto the dopants on cooling, $N$ changes and $B$ is no longer constant. This matters for the example itself: with silicon-like parameters, $\mu_I=8000$ at 300~K needs $N$ of order $10^{17}~\mathrm{cm^{-3}}$, and in uncompensated material such shallow dopants are only about half ionized at 150~K and mostly neutral at 62~K. The temperatures found here describe the model, not such a sample. If the carriers become degenerate, their energy no longer scales with $kT$. Scattering by optical phonons or between valleys changes the lattice power, which is the subject of the second variation.

\section*{Variation 1: eight times as many impurities}

\textit{The density of ionized impurities is raised eightfold. Where is the maximum now, and how high is it?}

Since $B\propto1/N$, $B$ becomes $B/8$, while $A$ is unchanged. From (\ref{eq:T0}) and (\ref{eq:height}),
\begin{equation}
T_0\propto N^{1/3},\qquad \mu_{\max}\propto N^{-1/2} .
\end{equation}
The maximum moves to $8^{1/3}\times150=300$~K, and its height falls to $1414/\sqrt8=500~\mathrm{cm^2/(V\,s)}$. As a check, at 300~K both separate mobilities are now 1000, and half of that is 500.

Doping costs most on the cold side. Far below the maximum $\mu$ follows $\mu_I$ and, with $B\propto1/N$, falls by the full factor of 8. If the added carriers also screen the impurities, the drop in $\mu_I$ is smaller, about a factor of 5 at 300~K for silicon-like parameters. By Matthiessen's rule it falls from 889 to 500 at 300~K, and only from 348 to 314 at 600~K. The averaged mobility of part (e) loses more at 600~K, falling from 321 to 247, and the loss fades only at still higher temperatures.

Both scaling laws also hold for the averaged mobility. Condition (\ref{eq:condition}) fixes $r$ whatever the doping, so the temperature of the maximum remains a fixed multiple of $T_0$ and the height a fixed multiple of $\sqrt{AB}$. Both laws rest on holding the logarithmic factor of part (a) constant; its dependence on temperature and doping would modify them.

\section*{Variation 2: a steeper lattice mobility}

\textit{Let $\mu_L\propto T^{-5/2}$, with the same values at 300~K. Is the maximum still at the crossing of the two curves?}

Let $\mu_L=A'T^{-p}$ and $\mu_I=BT^{q}$ with positive $p$ and $q$. Matthiessen's rule gives $1/\mu=T^p/A'+T^{-q}/B$. Differentiating and multiplying by $T$,
\begin{equation}
T\,\frac{d}{dT}\frac1\mu=\frac{p\,T^p}{A'}-\frac{q\,T^{-q}}B
=\frac p{\mu_L}-\frac q{\mu_I} .
\end{equation}
The first term grows with $T$ and the second shrinks, so there is one zero, and it is the maximum of $\mu$:
\begin{equation}
\frac{\mu_L}{\mu_I}=\frac pq .
\end{equation}
The maximum lies at the crossing only if $p=q$. For $p>q$ it lies on the colder side. At the crossing the two contributions to $1/\mu$ are equal, but the lattice part changes faster with temperature, so further cooling still gains more than it loses.

With $p=5/2$ and $q=3/2$ the ratio is $\mu_L/\mu_I=\frac18(300~\mathrm K/T)^4$. It equals 1 at the crossing and $5/3$ at the maximum:
\begin{align}
T_{\mathrm{cross}}&=300\,(1/8)^{1/4}=178~\mathrm K,\notag\\
T_{\max}&=300\,(3/40)^{1/4}=157~\mathrm K .
\end{align}
The height is $1893~\mathrm{cm^2/(V\,s)}$. It exceeds the earlier 1414 because the steeper law, fixed at 300~K, gives a larger lattice mobility at every lower temperature. These values rest on Matthiessen's rule; part (e) assessed its error for the power $-3/2$, not for this one. The numerical output below lists the main values.

\section*{Numbers as computed}
\begin{verbatim}
Input: lattice mobility at 300 K = 1000 cm^2/(V s)
Input: impurity mobility at 300 K = 8000 cm^2/(V s)
Temperature power, phonon time averaged = -1.5000
Temperature power, Coulomb time averaged = 1.5000
A = 5.1962e+06 cm^2 K^1.5/(V s)
B = 1.5396 cm^2 K^-1.5/(V s)
A/B = 3.3750e+06 K^3
T0 from formula = 150.000 K
T of maximum from search = 150.000 K
mu_max from formula = 1414.21 cm^2/(V s)
mu_max from search = 1414.21 cm^2/(V s)
mu_max converted = 0.14142 m^2/(V s)
Table: T in K; mu_L, mu_I, mu (Matthiessen), mu_avg in cm^2/(V s)
    75     8000.0     1000.0      888.9      751.9
   150     2828.4     2828.4     1414.2      996.7
   300     1000.0     8000.0      888.9      699.5
   600      353.6    22627.4      348.1      321.0
Half-maximum factor (2+sqrt3)^(2/3) = 2.4060
Half-maximum temperatures = 62.3 K and 360.9 K
Eightfold density: T of maximum = 300.00 K
Eightfold density: mu_max = 500.00 cm^2/(V s)
Lattice power -2.5: crossing at 178.38 K
Lattice power -2.5: maximum at 157.00 K
Lattice power -2.5: mu_max = 1892.86 cm^2/(V s)
Lattice power -2.5: mu_L/mu_I at maximum = 1.6667
F(1), averaged mu/mu_L at the crossing = 0.3524
Averaged: mu_L/mu_I at maximum = 1.1781
Averaged: T of maximum = 142.02 K
Averaged: T of maximum / T0 = 0.9468
Averaged: mu_max = 998.79 cm^2/(V s)
Averaged mu_max / Matthiessen mu_max = 0.7063
Smallest averaged/Matthiessen ratio on grid = 0.7024
  reached near mu_L/mu_I = 0.79
\end{verbatim}
